# Why log-gamma factorials do not make Racah's formula safe at large j: verification in Python

```python
"""
Claim under test: log-gamma factorials stop overflow in Racah's sum for the
3j symbol, but enlarge the typical relative error of each term and leave the
alternating cancellation untouched.
  t_k    : signed terms whose sum is the 3j symbol (j1 j2 j3; m1 m2 m3)
  kappa  : sum |t_k| / |sum t_k|, the condition number of the sum
  u      : unit roundoff of double precision, 2**-53
  Lambda : sum of absolute values of the logarithms combined in one term
All quantities are dimensionless. References use exact integer factorials
and 120-digit arithmetic, or the diagonalization of J^2.
"""
import math
import numpy as np
from mpmath import mp

mp.dps = 120
u = 2.0**-53


def parity(n):
    return 1 - 2 * (int(n) % 2)


def racah_arguments(j1, j2, j3, m1, m2):
    """Factorial arguments: under the root, (J+1), and per-term lists."""
    m3 = -m1 - m2
    root = [j1 + j2 - j3, j1 - j2 + j3, -j1 + j2 + j3, j1 + m1, j1 - m1,
            j2 + m2, j2 - m2, j3 + m3, j3 - m3]
    root = [int(n) for n in root]
    k_low = int(max(0, j2 - j3 - m1, j1 - j3 + m2))
    k_high = int(min(j1 + j2 - j3, j1 - m1, j2 + m2))
    terms = []
    for k in range(k_low, k_high + 1):
        below = [k, j1 + j2 - j3 - k, j1 - m1 - k, j2 + m2 - k,
                 j3 - j2 + m1 + k, j3 - j1 - m2 + k]
        terms.append((parity(k + j1 - j2 - m3), [int(n) for n in below]))
    return root, int(j1 + j2 + j3 + 1), terms


def exact_terms(args):
    root, top, terms = args
    product = math.prod(math.factorial(n) for n in root)
    prefactor = mp.sqrt(mp.mpf(product) / math.factorial(top))
    return [s * prefactor / math.prod(math.factorial(n) for n in below)
            for s, below in terms]


def direct_terms(args):
    """Double precision with correctly rounded factorials."""
    root, top, terms = args
    prefactor = 1 / math.sqrt(float(math.factorial(top)))
    for n in root:
        prefactor *= math.sqrt(float(math.factorial(n)))
    result = []
    for s, below in terms:
        value = s * prefactor
        for n in below:
            value /= float(math.factorial(n))
        result.append(value)
    return result


def log_terms(args):
    """Double precision with the usual library log-gamma."""
    root, top, terms = args
    half = 0.5 * (sum(math.lgamma(n + 1) for n in root)
                  - math.lgamma(top + 1))
    return [s * math.exp(half - sum(math.lgamma(n + 1) for n in below))
            for s, below in terms]


log_table = {}


def rounded_log(n):
    if n not in log_table:
        log_table[n] = float(mp.log(math.factorial(n)))
    return log_table[n]


def ideal_log_terms(args):
    """Correctly rounded logarithms, added with one final rounding.
    Also returns Lambda for each term."""
    root, top, terms = args
    values, lambdas = [], []
    for s, below in terms:
        parts = [0.5 * rounded_log(n) for n in root]
        parts += [-0.5 * rounded_log(top)]
        parts += [-rounded_log(n) for n in below]
        values.append(s * math.exp(math.fsum(parts)))
        lambdas.append(math.fsum(abs(p) for p in parts))
    return values, lambdas


def relative_error(value, reference):
    return float(abs((mp.mpf(value) - reference) / reference))


def condition(terms):
    return float(mp.fsum(abs(t) for t in terms) / abs(mp.fsum(terms)))


def mean_term_error(approximate, exact):
    """Mean relative term error, weighted by |t_k|, in units of u."""
    wrong = mp.fsum(abs(mp.mpf(a) - t) for a, t in zip(approximate, exact))
    return float(wrong / mp.fsum(abs(t) for t in exact)) / u


def closed_form(j):
    half = j // 2
    root = mp.sqrt(mp.factorial(j)**3 / mp.factorial(3 * j + 1))
    return (parity(half) * root * mp.factorial(3 * half)
            / mp.factorial(half)**3)


def recurrence(j):
    """Inward three-term recurrence in m, from m=j to m=0, j even."""
    def a(m):
        return j * (j + 1) - m * (m + 1)
    x = [0.0] * (j + 2)
    x[j] = 1.0
    for m in range(j, 0, -1):
        x[m - 1] = -(a(m) * x[m + 1]
                     + (j * (j + 1) - 2 * m * m) * x[m]) / a(m - 1)
    norm = x[0]**2 + 2 * math.fsum(v * v for v in x[1:])
    return x[0] / math.sqrt(norm * (2 * j + 1)), x


def coupled_vectors(j1, j2, M):
    """Eigenvectors of J^2 in the product basis at fixed M."""
    m1 = np.arange(max(-j1, M - j2), min(j1, M + j2) + 0.5)
    m2 = M - m1
    diagonal = j1 * (j1 + 1) + j2 * (j2 + 1) + 2 * m1 * m2
    off = np.sqrt((j1 * (j1 + 1) - m1[:-1] * (m1[:-1] + 1))
                  * (j2 * (j2 + 1) - m2[:-1] * (m2[:-1] - 1)))
    matrix = np.diag(diagonal) + np.diag(off, 1) + np.diag(off, -1)
    energies, vectors = np.linalg.eigh(matrix)
    return m1, energies, vectors


# Racah's sum against the definition, with signs, for all J, M >= 0
j1, j2 = 2.5, 4.0
largest_difference = 0.0
compared = 0
for M in np.arange(0.5, j1 + j2 + 0.5):
    m1_list, energies, vectors = coupled_vectors(j1, j2, M)
    for column, energy in enumerate(energies):
        J = round(2 * (math.sqrt(energy + 0.25) - 0.5)) / 2
        vector = vectors[:, column] * np.sign(vectors[-1, column])
        for m1, component in zip(m1_list, vector):
            defined = parity(j1 - j2 + M) * component / math.sqrt(2 * J + 1)
            summed = float(mp.fsum(exact_terms(
                racah_arguments(j1, j2, J, m1, M - m1))))
            largest_difference = max(largest_difference,
                                     abs(defined - summed))
            compared += 1
assert compared > 100 and largest_difference < 1e-12

# Closed form against the exact sum; recurrence against the closed form
for j in (2, 4, 20, 56, 100, 200):
    exact_sum = mp.fsum(exact_terms(racah_arguments(j, j, j, 0, 0)))
    assert relative_error(exact_sum, closed_form(j)) < 1e-50
recurrence_errors = {}
for j in (2, 20, 40, 56, 80, 100, 1000):
    value, x = recurrence(j)
    recurrence_errors[j] = relative_error(value, closed_form(j))
    assert recurrence_errors[j] < 1e-10
    forbidden = [m for m in range(1, j + 1) if m > math.sqrt(0.75) * j]
    if j > 2:
        assert all(x[m - 1] > x[m] > 0 for m in forbidden)
_, _, vectors = coupled_vectors(100, 100, 0)
diagonalized = abs(vectors[100, 100]) / math.sqrt(201)
assert relative_error(diagonalized, abs(closed_form(100))) < 1e-10

# Error of individual terms and of the sum, where nothing overflows
term_ratios, sum_ratios = [], []
for j in range(40, 57, 2):
    args = racah_arguments(j, j, j, 0, 0)
    exact = exact_terms(args)
    direct, logs = direct_terms(args), log_terms(args)
    term_ratios.append(mean_term_error(logs, exact)
                       / mean_term_error(direct, exact))
    sum_ratios.append(relative_error(math.fsum(logs), closed_form(j))
                      / relative_error(math.fsum(direct), closed_form(j)))
assert np.median(term_ratios) > 5
assert np.median(sum_ratios) > 2

# First-order error bound for the best possible logarithmic evaluation
bound_use = 0.0
for j in (20, 56, 100):
    args = racah_arguments(j, j, j, 0, 0)
    values, lambdas = ideal_log_terms(args)
    for value, lam, t in zip(values, lambdas, exact_terms(args)):
        bound = u * (lam + abs(float(mp.log(abs(t)))) + 4)
        bound_use = max(bound_use, relative_error(value, t) / bound)
assert bound_use < 1

# Perfectly rounded terms still leave an error of order kappa*u
floor_ratios = []
for j in range(40, 81, 2):
    exact = exact_terms(racah_arguments(j, j, j, 0, 0))
    error = relative_error(math.fsum(float(t) for t in exact),
                           closed_form(j))
    floor_ratios.append(error / (condition(exact) * u))
assert 0.01 < np.median(floor_ratios) < 1

# Growth law of the condition number
growth = 8 / math.sqrt(27)
kappa_100 = condition(exact_terms(racah_arguments(100, 100, 100, 0, 0)))
kappa_law = 2 / 3 * growth**100
assert abs(kappa_100 / kappa_law - 1) < 0.01
j_lost = math.log(1.5 / u) / math.log(growth)
first_lost = next(j for j in range(2, 200, 2) if condition(
    exact_terms(racah_arguments(j, j, j, 0, 0))) * u > 1)
assert abs(first_lost - j_lost) <= 2

# Overflow is really cured by the logarithms
first_overflow = None
for j in range(2, 100, 2):
    try:
        float(math.factorial(3 * j + 1))
    except OverflowError:
        first_overflow = j
        break
assert first_overflow is not None
assert all(math.isfinite(t) for t in log_terms(
    racah_arguments(first_overflow, first_overflow, first_overflow, 0, 0)))

# Same logarithmic formula, different working precision, j=200
precision_errors = {}
root, top, terms = racah_arguments(200, 200, 200, 0, 0)
for digits in (30, 60):
    with mp.workdps(digits):
        half = (mp.fsum(mp.loggamma(n + 1) for n in root)
                - mp.loggamma(top + 1)) / 2
        total = mp.fsum(s * mp.exp(half - mp.fsum(
            mp.loggamma(n + 1) for n in below)) for s, below in terms)
    precision_errors[digits] = relative_error(total, closed_form(200))
assert precision_errors[30] > 1 and precision_errors[60] < 1e-15
kappa_200 = condition(exact_terms((root, top, terms)))

print("All printed quantities are dimensionless")
print(f"unit roundoff u = {u:.4e}")
print(f"Racah vs J^2 eigenvectors: {compared} symbols, "
      f"max difference {largest_difference:.1e}")
small = exact_terms(racah_arguments(2, 2, 2, 0, 0))
print("j=2 terms:", ", ".join(f"{float(t):.6f}" for t in small))
print(f"j=2 symbol = {float(mp.fsum(small)):.6f}, "
      f"kappa = {condition(small):.4f}")
print("Symbol (j j j; 0 0 0): value, kappa, then relative errors of")
print("rounded terms | direct factorials | log-gamma | recurrence")
for j in (20, 40, 56, 80, 100):
    args = racah_arguments(j, j, j, 0, 0)
    exact = exact_terms(args)
    reference = closed_form(j)
    e_round = relative_error(math.fsum(float(t) for t in exact), reference)
    e_log = relative_error(math.fsum(log_terms(args)), reference)
    if j < first_overflow:
        e_direct = relative_error(math.fsum(direct_terms(args)), reference)
        direct_text = f"{e_direct:.1e}"
    else:
        direct_text = "overflow"
    print(f"j={j}: {float(reference):.6e}, {condition(exact):.2e}, "
          f"{e_round:.1e} | {direct_text} | {e_log:.1e} | "
          f"{recurrence_errors[j]:.1e}")

args = racah_arguments(56, 56, 56, 0, 0)
exact = exact_terms(args)
ideal, lambdas = ideal_log_terms(args)
print("j=56 weighted mean relative term error, in units of u:")
print(f"  direct factorials {mean_term_error(direct_terms(args), exact):.1f}")
print(f"  library log-gamma {mean_term_error(log_terms(args), exact):.1f}")
print(f"  correctly rounded logs {mean_term_error(ideal, exact):.1f}")
print(f"j=56 middle term: Lambda = {lambdas[28]:.1f}, "
      f"L = {float(mp.log(abs(exact[28]))):.2f}")
print(f"median log/direct error ratio, j=40..56: terms "
      f"{np.median(term_ratios):.1f}, sums {np.median(sum_ratios):.1f}")
print(f"largest fraction of log error bound used = {bound_use:.2f}")
print(f"median rounded-term error/(kappa*u), j=40..80 = "
      f"{np.median(floor_ratios):.2f}")
print(f"growth of kappa per unit j = {growth:.5f}")
print(f"j=100 kappa: exact {kappa_100:.4e}, law {kappa_law:.4e}")
print(f"kappa*u = 1 at j = {j_lost:.1f} (law); "
      f"first even j above it = {first_lost}")
print(f"first even j with (3j+1)! overflow = {first_overflow}")

args = racah_arguments(100, 100, 100, 0, 0)
exact = exact_terms(args)
log_result = math.fsum(log_terms(args))
unitarity_bound = 1 / math.sqrt(201)
assert math.isfinite(log_result) and abs(log_result) > unitarity_bound
print(f"j=100 largest |term| = {float(max(abs(t) for t in exact)):.4e}")
print(f"j=100 sum of |terms| = {float(mp.fsum(abs(t) for t in exact)):.4e}")
print(f"j=100 log-gamma result = {log_result:.4e}")
print(f"j=100 rounded-term result = "
      f"{math.fsum(float(t) for t in exact):.4e}")
print(f"j=100 recurrence result = {recurrence(100)[0]:.12f}")
print(f"j=100 closed form = {float(closed_form(100)):.12f}")
print(f"j=100 |J^2 eigenvector| result = {diagonalized:.12f}")
print(f"j=100 upper bound on |symbol| = {unitarity_bound:.6f}")
print(f"j=1000 closed form = {float(closed_form(1000)):.6e}, "
      f"recurrence error = {recurrence_errors[1000]:.1e}")
print(f"j=200 kappa = {kappa_200:.2e}")
for digits, error in precision_errors.items():
    print(f"j=200 log-gamma with {digits} digits: error {error:.1e}")

# Unequal j with nonzero m, and a stretched symbol with one term
args = racah_arguments(80, 70, 60, 10, -25)
exact = exact_terms(args)
reference = mp.fsum(exact)
general_error = relative_error(math.fsum(log_terms(args)), reference)
assert condition(exact) > 1e6
assert general_error > 0.1 * condition(exact) * u
print(f"(80 70 60; 10 -25 15) = {float(reference):.6e}, "
      f"kappa = {condition(exact):.2e}, log-gamma error {general_error:.1e}")
args = racah_arguments(100, 100, 100, 100, -50)
exact = exact_terms(args)
stretched_error = relative_error(math.fsum(log_terms(args)), exact[0])
assert len(exact) == 1 and stretched_error < 1e-11
print(f"(100 100 100; 100 -50 -50) = {float(exact[0]):.6e}, "
      f"terms = {len(exact)}, log-gamma error {stretched_error:.1e}")
print("all tests passed")
```

It prints:

```
All printed quantities are dimensionless
unit roundoff u = 1.1102e-16
Racah vs J^2 eigenvectors: 127 symbols, max difference 2.4e-16
j=2 terms: 0.039841, -0.318728, 0.039841
j=2 symbol = -0.239046, kappa = 1.6667
Symbol (j j j; 0 0 0): value, kappa, then relative errors of
rounded terms | direct factorials | log-gamma | recurrence
j=20: 2.956688e-02, 3.75e+03, 1.0e-13 | 7.8e-14 | 1.9e-11 | 3.0e-16
j=40: 1.496852e-02, 2.10e+07, 9.4e-11 | 7.9e-11 | 5.4e-08 | 3.9e-17
j=56: 1.072996e-02, 2.09e+10, 3.3e-07 | 1.0e-06 | 1.2e-04 | 1.8e-16
j=80: 7.531082e-03, 6.56e+14, 2.9e-02 | overflow | 4.5e+00 | 5.1e-16
j=100: 6.032391e-03, 3.67e+18, 6.9e+01 | overflow | 2.6e+04 | 4.1e-17
j=56 weighted mean relative term error, in units of u:
  direct factorials 2.4
  library log-gamma 253.6
  correctly rounded logs 439.0
j=56 middle term: Lambda = 1533.6, L = 17.53
median log/direct error ratio, j=40..56: terms 184.5, sums 121.1
largest fraction of log error bound used = 0.57
median rounded-term error/(kappa*u), j=40..80 = 0.14
growth of kappa per unit j = 1.53960
j=100 kappa: exact 3.6745e+18, law 3.6704e+18
kappa*u = 1 at j = 86.1 (law); first even j above it = 88
first even j with (3j+1)! overflow = 58
j=100 largest |term| = 3.0506e+15
j=100 sum of |terms| = 2.2166e+16
j=100 log-gamma result = 1.5673e+02
j=100 rounded-term result = 4.1960e-01
j=100 recurrence result = 0.006032391313
j=100 closed form = 0.006032391313
j=100 |J^2 eigenvector| result = 0.006032391313
j=100 upper bound on |symbol| = 0.070535
j=1000 closed form = 6.059581e-04, recurrence error = 8.9e-16
j=200 kappa = 2.02e+37
j=200 log-gamma with 30 digits: error 1.1e+09
j=200 log-gamma with 60 digits: error 7.1e-22
(80 70 60; 10 -25 15) = 7.572680e-03, kappa = 1.51e+11, log-gamma error 4.5e-03
(100 100 100; 100 -50 -50) = 1.799187e-02, terms = 1, log-gamma error 2.7e-13
all tests passed
```
